# Saturated width of periodic one-dimensional Edwards-Wilkinson growth

## Problem

A growing interface is described by a single-valued height $h(x,t)$ on a ring of length $L$, so that $h(x+L,t)=h(x,t)$. In the frame that moves with the mean deposition rate it obeys the Edwards-Wilkinson equation

$$\frac{\partial h}{\partial t}=\nu\frac{\partial^2 h}{\partial x^2}+\eta(x,t),\qquad \nu>0,$$

where $\eta$ is Gaussian noise with zero mean and

$$\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t').$$

Growth starts from $h=0$. Let $\bar h(t)$ be the spatial mean of one profile. The mean-square width is

$$w^2(t)=\left\langle\frac1L\int_0^L\left[h(x,t)-\bar h(t)\right]^2dx\right\rangle .$$

1. Find $w^2(t)$ and its saturated value $w^2_{\rm sat}$. What happens to $\bar h$?
2. How does the width behave at early times, and how long does saturation take?
3. Replace the ring by $N$ sites with spacing $a=L/N$. Find the stationary height correlations without using Fourier modes. Do the width and the local slope have a limit as $a\to0$?
4. How much does the width of a single saturated profile scatter about $w^2_{\rm sat}$?
5. Evaluate the results for $L=12000$ Å, $D/\nu=0.3$ Å and $a=30$ Å. These are round model parameters.

In atomic units, lengths are in bohr and times in $\hbar$/hartree. The equation is classical and contains neither $\hbar$ nor an energy, so the formulas have the same form in any consistent units.

## Solution

### 1. Modes and saturated width

Write

$$h(x,t)=\sum_n h_n(t)e^{ik_nx},\qquad k_n=\frac{2\pi n}{L},\qquad h_n=\frac1L\int_0^L h\,e^{-ik_nx}dx .$$

Two integrations by parts, whose boundary terms cancel by periodicity, turn $\partial^2/\partial x^2$ into $-k_n^2$. Hence

$$\dot h_n=-\nu k_n^2h_n+\eta_n .$$

The noise amplitudes satisfy

$$\langle\eta_n(t)\eta_m^*(t')\rangle=\frac{2D}{L^2}\delta(t-t')\int_0^Le^{-i(k_n-k_m)x}dx=\frac{2D}{L}\delta_{nm}\delta(t-t').$$

The mode $n=0$ is $\bar h$. It has no restoring term, so $\bar h(t)=\int_0^t\eta_0(s)\,ds$ and

$$\langle\bar h^2\rangle=\frac{2Dt}{L}.$$

The mean height wanders without limit. The width can saturate because this mode is subtracted in its definition.

For $n\ne0$ the solution from a flat start is $h_n(t)=\int_0^te^{-\nu k_n^2(t-s)}\eta_n(s)\,ds$. The delta function in time leaves one integral:

$$\langle|h_n|^2\rangle=\frac{2D}{L}\int_0^te^{-2\nu k_n^2(t-s)}ds=\frac{D}{\nu Lk_n^2}\left(1-e^{-2\nu k_n^2t}\right).$$

The factor 2 in the noise has cancelled the 2 from squaring the decay factor. If the noise correlator were written with $D$ in place of $2D$, the mean-square widths, height differences and slopes below would be halved. The variance of the squared width in section 4 would fall to a quarter, while its relative scatter and the saturation time would not change.

By Parseval's relation, $w^2=\sum_{n\ne0}\langle|h_n|^2\rangle$. As $t\to\infty$ the exponentials vanish. Each term is bounded by a constant times $1/n^2$, so the limit may be taken term by term:

$$w^2_{\rm sat}=\frac{D}{\nu L}\sum_{n\ne0}\frac{L^2}{4\pi^2n^2}=\frac{DL}{\nu}\sum_{n\ne0}\frac1{4\pi^2n^2}.$$

To evaluate the sum, take the sawtooth $f(u)=u-\tfrac12$ on $0<u<1$. Its mean is zero. For $n\ne0$, integration by parts gives

$$c_n=\int_0^1\left(u-\tfrac12\right)e^{-2\pi inu}du=\left[\frac{(u-\frac12)e^{-2\pi inu}}{-2\pi in}\right]_0^1=\frac{i}{2\pi n},$$

since the remaining integral of $e^{-2\pi inu}$ over a full period is zero. Parseval's relation for $f$ then reads

$$\sum_{n\ne0}\frac1{4\pi^2n^2}=\int_0^1\left(u-\tfrac12\right)^2du=\frac1{12}.$$

Therefore

$$\boxed{w^2_{\rm sat}=\frac{DL}{12\nu}}$$

The rms width grows as $L^{1/2}$: a longer ring admits longer waves, which are restored more weakly. A rough initial profile of finite width would add $|h_n(0)|^2e^{-2\nu k_n^2t}$ to each mode, and this decays, so the saturated value does not depend on the flat start.

The result requires every mode with $n\neq0$ to decay. Suppose shadowing, in a linearised description, adds a growth rate $s_n$ to mode $n$. The decay rate becomes $\nu k_n^2-s_n$, and if this is zero or negative for any mode, that mode has no stationary variance and the width does not saturate within the linear equation.

### 2. Early growth and approach to saturation

Define $\tau=L^2/(4\pi^2\nu)$, so that $\nu k_n^2=n^2/\tau$. Dividing $w^2(t)$ by $w^2_{\rm sat}$, and combining $n$ with $-n$, gives

$$\frac{w^2(t)}{w^2_{\rm sat}}=1-12\cdot2\sum_{n\ge1}\frac{e^{-2n^2t/\tau}}{4\pi^2n^2}=1-\frac6{\pi^2}\sum_{n\ge1}\frac{e^{-2n^2t/\tau}}{n^2}.$$

At late times the term $n=1$ dominates. The deficit falls to 1% when $(6/\pi^2)e^{-2t/\tau}=0.01$, or

$$t=\frac\tau2\ln\frac{600}{\pi^2}=2.054\,\tau .$$

Since $\tau\propto L^2$, doubling the ring doubles $w^2_{\rm sat}$ but quadruples the waiting time.

For $t\ll\tau$ many modes contribute, and a sum over all $n$ can be replaced by an integral with $\sum_n\to(L/2\pi)\int dk$. The missing $n=0$ term must first be added and then subtracted. Its value is the limit of $D(1-e^{-2\nu k^2t})/(\nu Lk^2)$ as $k\to0$, which is $2Dt/L$. Thus

$$w^2(t)\approx\frac{D}{2\pi\nu}I(2\nu t)-\frac{2Dt}{L},\qquad I(b)=\int_{-\infty}^{\infty}\frac{1-e^{-bk^2}}{k^2}dk .$$

Because $I(0)=0$ and $dI/db=\int e^{-bk^2}dk=\sqrt{\pi/b}$, we have $I(b)=2\sqrt{\pi b}$. Hence

$$w^2(t)\approx\frac D\nu\sqrt{\frac{2\nu t}{\pi}}-\frac{2Dt}{L}\qquad(t\ll\tau).$$

The first term does not contain $L$: at this stage the influence of distant parts of the ring on each other is still exponentially small. The second is the wandering of $\bar h$, removed from the width. If $L\to\infty$ at fixed $t$, the first term alone remains, and there is no saturation.

In units of $w^2_{\rm sat}$ the approximation is $12\sqrt{(t/\tau)/(2\pi^3)}-6(t/\tau)/\pi^2$. At $t/\tau=0.05$ it gives $0.3407-0.0304=0.3103$, in agreement with the full sum to the digits shown.

### 3. Correlations on a lattice

White noise averaged over a cell of length $a$ has strength $2D/a$. The lattice equation is

$$\dot h_j=\frac{\nu}{a^2}(h_{j+1}+h_{j-1}-2h_j)+\eta_j,\qquad\langle\eta_j(t)\eta_l(t')\rangle=\frac{2D}{a}\delta_{jl}\delta(t-t').$$

Let $g_j=h_j-\bar h$. Subtracting the mean noise changes $\delta_{jl}$ to $\delta_{jl}-1/N$: the two cross terms each contribute $-1/N$, and the squared mean contributes $+1/N$.

By translation symmetry the stationary covariance is $\langle g_lg_{l+j}\rangle=C_j$. Its rate of change contains the smoothing term once for each of the two heights, plus the noise strength. Setting it to zero gives

$$\frac{2\nu}{a^2}(C_{j+1}+C_{j-1}-2C_j)+\frac{2D}{a}\left(\delta_{j0}-\frac1N\right)=0 .$$

For $0\le j\le N$ try

$$C_j=C_0-\frac{Da}{2\nu}\,j\left(1-\frac jN\right).$$

- Away from $j=0$, the second difference of $j(1-j/N)$ is $-2/N$. The smoothing term is then $+2D/(aN)$, which cancels the noise term.
- At $j=0$, periodicity gives $C_{-1}=C_1$. The smoothing term is $-(2D/a)(1-1/N)$, which again cancels the noise term.

The constant $C_0$ follows from $\sum_jg_j=0$, which requires $\sum_jC_j=0$:

$$NC_0=\frac{Da}{2\nu}\sum_{j=0}^{N-1}\left(j-\frac{j^2}{N}\right)=\frac{Da}{2\nu}\left[\frac{N(N-1)}2-\frac{(N-1)(2N-1)}6\right]=\frac{Da}{2\nu}\,\frac{N^2-1}{6}.$$

With $Na=L$, the lattice width is

$$C_0=\frac{DL}{12\nu}\left(1-\frac1{N^2}\right).$$

Its limit $N\to\infty$ is a second derivation of the boxed result, without the Fourier sum.

The mean-square height difference at separation $r=ja$ is $G=2(C_0-C_j)$, so

$$G(r)=\frac D\nu\,r\left(1-\frac rL\right).$$

For $r\ll L$ this is $Dr/\nu$, the law of a random walk in $x$. The factor $1-r/L$ expresses the closure of the ring. The mean-square slope between neighbours is

$$\frac{G(a)}{a^2}=\frac{D}{\nu a}\left(1-\frac1N\right).$$

It diverges as $a\to0$, although the width converges. A small-slope description therefore needs a physical shortest length, and the slope must be checked there. A small slope does not by itself justify omitting a growth term proportional to $(\partial h/\partial x)^2$; that omission is part of the model.

### 4. Scatter between profiles

In the continuum limit, with $u=r/L$,

$$C(r)=w^2_{\rm sat}-\tfrac12G(r)=\frac{DL}{\nu}\left(\frac1{12}-\frac u2+\frac{u^2}2\right).$$

Let $W=(1/L)\int g^2dx$ be the squared width of one profile. The equation is linear and the noise Gaussian, so $g$ is Gaussian and the covariance of $g^2(x)$ with $g^2(x')$ is $2C^2(x-x')$. Thus

$$\mathrm{Var}\,W=\frac2L\int_0^LC^2(r)\,dr .$$

With $v=u-\tfrac12$ the bracket becomes $v^2/2-1/24$, and

$$\int_{-1/2}^{1/2}\left(\frac{v^4}4-\frac{v^2}{24}+\frac1{576}\right)dv=\frac1{320}-\frac1{288}+\frac1{576}=\frac1{720}.$$

Therefore $\mathrm{Var}\,W=(DL/\nu)^2/360$. Relative to the mean, the standard deviation is

$$\frac{\sqrt{\mathrm{Var}\,W}}{w^2_{\rm sat}}=\frac{12}{\sqrt{360}}=\sqrt{\frac25}\approx0.632 .$$

It does not shrink with $L$, because the longest waves carry a fixed share of the width on every ring. To know $w^2_{\rm sat}$ to a relative standard error of 5% takes $0.4/0.05^2=160$ independent profiles.

### 5. Numbers

The saturated width is

$$w^2_{\rm sat}=\frac{0.3\times12000}{12}=300\ \text{Å}^2,\qquad w_{\rm sat}=17.32\ \text{Å}=32.73\ \text{bohr}.$$

With $N=400$ the lattice lowers $w^2_{\rm sat}$ by a fraction $1/N^2\approx6\times10^{-6}$, to 299.998 Å². Rings of 6000 and 3000 Å give 150 and 75 Å².

The mode $n=1$ has mean-square amplitude 91.19 Å². Together with $n=-1$ it supplies $182.4/300=0.608$ of the width, which is the factor $6/\pi^2$ found above.

Half-way round the ring, $G(L/2)=0.3\times6000\times\tfrac12=900$ Å². The rms slope at 30 Å is $\sqrt{0.01\times0.9975}=0.0999$, so the surface is gently inclined at this resolution.

The numerical output also contains a direct stochastic simulation with 16 sites and other parameters. It gives $w^2=3.774\pm0.034$ against an expected 3.700, an excess of about two standard errors. Part of it comes from the finite time step $\delta t=0.02\,a^2/\nu$. A mode with decay rate $\lambda$ is multiplied by $1-\lambda\,\delta t$ in each step, which raises its stationary variance by a factor $1/(1-\lambda\,\delta t/2)$. Summed over the modes, this adds about 0.7%, or 0.027. The remaining 0.047 is 1.4 standard errors, which is compatible with sampling scatter.

## Table of computed values

```
WORKED EXAMPLE (round model parameters)
ring length L = 12000 angstrom
ratio D/nu = 0.3 angstrom
lattice spacing a = 30 angstrom
number of sites N = 400
w2_sat, formula = 300.0000 angstrom^2
w2_sat, lattice = 299.9981 angstrom^2
w2_sat, formula, converted = 1071.32 bohr^2
rms width = 17.321 angstrom
rms width, converted = 32.731 bohr
rms nearest-neighbour slope = 0.0999 (no unit)
G(L/2), lattice = 900.000 angstrom^2
average of G over r = 600.000 angstrom^2
mode power <|h_1|^2>, lattice = 91.191 angstrom^2
mode power <|h_2|^2>, lattice = 22.799 angstrom^2
mode power <|h_3|^2>, lattice = 10.134 angstrom^2
share of n = +1 and -1 in w2 = 0.6079 (no unit)
relative spread of one-profile w2 = 0.6325 (no unit)
L = 6000 angstrom: w2 formula 150.0000, lattice 149.9963 angstrom^2
L = 3000 angstrom: w2 formula 75.0000, lattice 74.9925 angstrom^2
APPROACH TO SATURATION, w2(t)/w2_sat (no unit)
t/tau = 0.05: formula 0.3103, covariance equation 0.3101
t/tau = 0.50: formula 0.7736, covariance equation 0.7735
t/tau = 1.00: formula 0.9177, covariance equation 0.9176
t/tau = 2.00: formula 0.9889, covariance equation 0.9888
time to reach 99 percent = 2.054 tau
STOCHASTIC SIMULATION (dimensionless test parameters)
D = 1.3, nu = 0.7, L = 24, N = 16, profiles = 5000
w2 simulated = 3.774 +/- 0.034
w2 expected on this lattice = 3.700
<hbar^2> simulated = 8.626, 2Dt/L = 8.705
relative spread of one-profile w2, simulated = 0.644
```
